# Does relaxation toward global equilibrium conserve charge? A density ripple in copper

**The argument under review.** The submission treats electrons in a copper interconnect with the Boltzmann equation and one relaxation time $\tau$. It reasons as follows. Collisions change an electron's momentum but do not create or destroy electrons. They drive the distribution toward equilibrium. Therefore the collision term may be written $-(f-f_0)/\tau$, with $f_0$ the Fermi function of the undisturbed metal, and charge is conserved. As support, the submission notes that this term gives the Drude conductivity. It concludes that any ripple in the electron density disappears within about $\tau$.

The first two sentences are sound. The question is whether the collision term written down has the property claimed for it.

**1. Counting electrons**

Let $U(\mathbf r,t)$ be the electron's potential energy. The proposed equation is

$$\frac{\partial f}{\partial t}+\mathbf v\cdot\nabla f-\nabla U\cdot\frac{\partial f}{\partial\mathbf p}=-\frac{f-f_0}{\tau}.$$

Sum it over all momenta and both spins. The first term gives $\partial n/\partial t$. Since $\mathbf v$ does not depend on position, the second gives $\nabla\cdot\mathbf J$, where $\mathbf J$ is the number flux. In the third, $\nabla U$ comes out of the sum, and the integral of $\partial f/\partial\mathbf p$ is a surface term that vanishes because $f\to0$ at large momentum. Hence

$$\frac{\partial n}{\partial t}+\nabla\cdot\mathbf J=-\frac{n-n_0}{\tau}.$$

The right side should be zero. Instead, electrons vanish wherever $n>n_0$ and appear wherever $n<n_0$, whatever the field.

An isolated charged line shows the size of the fault. Integrate over its volume. No flux crosses its surface, so $dN/dt=-(N-N_0)/\tau$, and the excess decays as $e^{-t/\tau}$. Take a rough line capacitance of 0.2 fF/µm and a voltage of 0.7 V, with the sign that adds electrons. The excess is $CV/e=874$ electrons per µm. With $\tau=24.6$ fs, found for copper in section 5, the proposed equation leaves $874\,e^{-100/24.56}\approx15$ of them after 100 fs. The others have not flowed away, since there is nowhere for them to go.

**2. What the collisions do**

Consider elastic scattering that sends an electron into a random direction. Electrons leave a given direction at the rate $f/\tau$ and arrive in it at the rate $\langle f\rangle/\tau$, where $\langle\ \rangle$ is the average over directions at fixed energy. The collision term is therefore $-(f-\langle f\rangle)/\tau$, and its angular average is zero. The submission keeps the departures but fixes the arrivals at $f_0/\tau$, whatever electrons are actually present.

For a small disturbance of a degenerate metal with a spherical Fermi surface, write

$$f=f_0+\left(-\frac{\partial f_0}{\partial\varepsilon}\right)\varphi .$$

Here $\varphi$ is the energy by which the Fermi surface is shifted in a given direction, taken as constant across the thin thermal layer. Summing over states gives $\delta n=N_F\langle\varphi\rangle$. The density of states for both spins is $N_F=dn/dE_F=3n/(2E_F)$, because $n\propto E_F^{3/2}$.

Now compare a Fermi function whose chemical potential is shifted by $\delta\mu$ so that it holds the actual local density. Its $\varphi$ is $\delta\mu$ in every direction, and equal density requires $N_F\delta\mu=N_F\langle\varphi\rangle$, so $\delta\mu=\langle\varphi\rangle$. Relaxation toward this local-density equilibrium thus reproduces the scattering term just derived. The corrected collision term conserves number but not momentum, which passes to the lattice and impurities.

If $\varphi$ and $\tau$ both vary with energy across the thermal layer, matching the density no longer guarantees conservation. The local chemical potential must then be chosen so that the sum of $(f-f_{\rm loc})/\tau(\varepsilon)$ vanishes.

To first order, the field term is $-\nabla U\cdot\mathbf v\,\partial f_0/\partial\varepsilon$, since $\partial\varepsilon/\partial\mathbf p=\mathbf v$. Dividing the whole equation by $-\partial f_0/\partial\varepsilon$ gives

$$\frac{\partial\varphi}{\partial t}+\mathbf v\cdot\nabla\varphi+\mathbf v\cdot\nabla U=-\frac{\varphi-\alpha\langle\varphi\rangle}{\tau},$$

with $\alpha=0$ for the submission's global target and $\alpha=1$ for the local one.

**3. Why the Drude result is no defence**

Apply a steady uniform force $F=-dU/dx$, and let $u$ be the cosine between $\mathbf v$ and $x$. The density stays at $n_0$, so $\langle\varphi\rangle=0$ and $\alpha$ drops out. Both rules give $\varphi=\tau v_FuF$. Using $\langle u^2\rangle=1/3$,

$$J=N_Fv_F\langle u\varphi\rangle=N_F\frac{v_F^2\tau}{3}F=\frac{n\tau}{m}F,$$

where the last step uses $N_F=3n/(2E_F)$ and $E_F=mv_F^2/2$. With $F=-eE$ and charge current $-eJ$, this is $\sigma=ne^2\tau/m$. The agreement is real, but this experiment never disturbs the density and so cannot detect the fault.

**4. A density ripple without a field**

The density must vary. Let $\varphi\propto e^{iqx}$, with $U=0$ for now, and define $\ell=v_F\tau$ and $K=q\ell$. Then

$$\tau\frac{\partial\varphi}{\partial t}=-(1+iKu)\varphi+\alpha\langle\varphi\rangle .$$

Start with the same $\varphi=A$ in all directions.

*Global target.* Each direction evolves alone, $\varphi=Ae^{-(1+iKu)t/\tau}$. Averaging over $u$ from $-1$ to $1$,

$$\frac{\delta n(t)}{\delta n(0)}=e^{-t/\tau}\,\frac{\sin(Kt/\tau)}{Kt/\tau}.$$

The second factor is the spreading of free flights. As $q\to0$ it tends to 1, because electrons can no longer reach from crest to trough in time. The ripple nevertheless dies in $\tau$, entirely by deletion and creation.

*Local target.* Seek $\varphi=g(u)e^{st}$ and set $p=1+s\tau$. Then $g=\langle g\rangle/(p+iKu)$. Averaging both sides and cancelling $\langle g\rangle$,

$$1=\frac12\int_{-1}^{1}\frac{du}{p+iKu}=\int_0^1\frac{p\,du}{p^2+K^2u^2}=\frac1K\arctan\frac Kp .$$

The imaginary part of the integrand is odd in $u$ for real $p$ and drops out. Taking the tangent of $\arctan(K/p)=K$ gives $p=K\cot K$, which is real. A mode slower than $1/\tau$ needs $p>0$. The arctangent is then below $\pi/2$, so $K<\pi/2$ is required. The decay rate $\Gamma=-s$ is

$$\Gamma=\frac{1-K\cot K}{\tau},\qquad K<\frac{\pi}{2}.$$

In terms of the ripple period $2\pi/q$, the condition is a period longer than $4\ell$. For shorter periods no separate diffusive mode exists, and motion between collisions dominates.

For small $K$, expand the cotangent:

$$K\cot K=\frac{1-K^2/2+K^4/24-\dots}{1-K^2/6+K^4/120-\dots}=1-\frac{K^2}{3}-\frac{K^4}{45}-\dots$$

Therefore

$$\Gamma=Dq^2\left(1+\frac{K^2}{15}+\dots\right),\qquad D=\frac{v_F^2\tau}{3}.$$

The current shows why this is diffusion. To first order in $K$, $p=1$ and $g=\langle g\rangle(1-iKu)$, so $J=N_Fv_F\langle ug\rangle=-iKv_F\,\delta n/3=-D\,iq\,\delta n$. This is Fick's law, $J=-D\,\partial n/\partial x$.

The late-time amplitude also follows. Let $\nu(s)$ be the Laplace transform of $\langle\varphi\rangle$, and let $a(p)=\arctan(K/p)/K$. Transforming the equation and averaging gives $\nu=(\tau A+\nu)a$, so $\nu=\tau Aa/(1-a)$. Since $da/dp=-1/(p^2+K^2)$, near the root $p_0=K\cot K$ we have $1-a\approx(p-p_0)/(p_0^2+K^2)$. With $p-p_0=\tau(s+\Gamma)$, the pole has weight $A(p_0^2+K^2)=AK^2(\cot^2K+1)$. Hence at late times

$$\frac{\delta n(t)}{\delta n(0)}\to\frac{K^2}{\sin^2K}\,e^{-\Gamma t}.$$

For small $K$ the weight is $1+K^2/3\approx e^{\Gamma\tau}$. The ripple behaves as if diffusion had begun one collision time late, which is reasonable because the initial state carries no current.

A simulation of random flights checks these results without solving either kinetic equation. It assumes only the scattering picture of section 2. Particles fly for exponentially distributed times of mean $\tau$, take a random new direction at each collision, and are never removed. For $K=1$ and $t=4\tau$, the surviving ripple is $0.3392\pm0.0014$. The local target predicts 0.3383 and the global one $-0.0035$.

**5. Numbers for copper, and which ripple they describe**

Use the free-electron model with rough inputs $n=8.5\times10^{22}$ cm⁻³ and $\rho=1.7$ µΩ cm at 300 K. Then $E_F=7.05$ eV, $v_F=1.575\times10^8$ cm/s and $\tau=m/(ne^2\rho)=24.6$ fs. The mean free path is $\ell=38.7$ nm, and

$$D=\frac{v_F\ell}{3}=\frac{(1.575\times10^8)(3.867\times10^{-6})}{3}\approx203\ \text{cm}^2/\text{s}.$$

Which ripple has $U=0$? A net charge ripple does not, as section 7 shows. Opposite ripples in the densities of the two spins do, since their charges cancel, provided exchange and correlation between electrons are neglected. Without spin flips, each spin obeys the equation above and is conserved separately. Under the global target the errors of the two spins cancel in the total charge, but continuity still fails for each spin.

For a period of 1000 nm, $q=0.00628$ nm⁻¹ and $K=0.243$. Simple diffusion gives a lifetime $1/(Dq^2)=1.248$ ps, and the full kinetic rate gives 1.243 ps. After 1 ps, 46% of the ripple remains. The global target leaves 1.4% after only 0.1 ps and practically nothing after 1 ps. For this neutral ripple at this period, the submission's lifetime is thus too short by a factor of about fifty. The factor shrinks roughly as the square of the period and is only about 1.8 at 200 nm.

Diffusion itself becomes less accurate for shorter ripples. The kinetic rate exceeds $Dq^2$ by 0.4% at 1000 nm and by 11% at 200 nm. The diffusive mode ends at a period of 155 nm.

**6. A second test: equilibrium in a static potential**

Suppose a slowly graded composition produces a static ripple $U$ in the electron's total potential energy, and first treat $U$ as given. In equilibrium there must be no current. The steady equation is

$$(1+iKu)\varphi-\alpha\langle\varphi\rangle=-iKuU.$$

For $\alpha=1$, the solution is $\varphi=-U$: the left side becomes $-U-iKuU+U$, as required. The shift is the same in all directions, so $J=0$ and $\delta n=-N_FU$. Drift $-N_FD\nabla U$ is cancelled by diffusion $-D\nabla n=+N_FD\nabla U$. The coefficient in the drift term is the one found in section 3, which gives the Einstein relation $\sigma=e^2N_FD$.

For $\alpha=0$, $\varphi=-U[1-1/(1+iKu)]$, and so

$$\delta n=-N_FU\left(1-\frac{\arctan K}{K}\right)\approx-N_FU\frac{K^2}{3}.$$

At this given $U$ the density hardly responds. The false continuity equation, $iqJ=-\delta n/\tau$, then gives $J\approx-iqN_FDU$, which is the drift current with nothing to oppose it.

Take $U=1$ meV and the same 1000 nm period. The correct density ripple is $2.1\times10^{-4}\,n$, while the global target gives about $4\times10^{-6}\,n$. The effective field amplitude, meaning force per unit charge, is $qU/e=62.8$ V/cm, so the drift current is $62.8/(1.7\times10^{-6})$ A/cm² $=37$ MA/cm². The full global solution gives 36 MA/cm², flowing permanently in a metal at equilibrium, fed by electrons created in one half-period and destroyed in the other. This comparison is at equal total $U$. At equal composition, Poisson's equation ties the electron ripple to the ionic one, $2.1\times10^{-4}\,n$, under either target. The global target then needs $U$ larger by $1/(1-\arctan K/K)\approx53$, and the false current rises to about 1900 MA/cm².

The submission could reply that $f_0$ should contain the static $U$. That does repair this equilibrium. It does not repair continuity, because the right side becomes $-(n-n_{\rm eq})/\tau$ and any departure from $n_{\rm eq}$ is still deleted.

**7. A caution about the remedy**

It would be a new error to conclude that a net charge ripple inside bulk metal decays at $Dq^2$ once the collision term is corrected. Its own field must be included. Electron charge is negative, so Poisson's equation gives $U=e^2\delta n/(\varepsilon_0q^2)$.

Multiply the linear equation by $N_Fv_Fu$ and average. With $N_Fv_F^2/3=n/m$, the field term is $iq(n/m)U$. The term from $\mathbf v\cdot\nabla\varphi$ is smaller by a factor of order $\varepsilon_0q^2/(e^2N_F)$ and is dropped for long waves. This leaves

$$\frac{\partial J}{\partial t}+\frac J\tau=-\frac{i\omega_p^2}{q}\,\delta n,\qquad \omega_p^2=\frac{ne^2}{\varepsilon_0m}.$$

With true continuity, $\partial\delta n/\partial t=-iqJ$. Differentiating once more and substituting for $\partial J/\partial t$,

$$\frac{\partial^2\delta n}{\partial t^2}+\frac1\tau\frac{\partial\delta n}{\partial t}+\omega_p^2\,\delta n=0 .$$

For $\omega_p\tau\gg1$ the ripple rings at $\omega_p$, and its amplitude decays at $1/(2\tau)$. With the global target, $(\partial/\partial t+1/\tau)\delta n=-iqJ$, so $(\partial/\partial t+1/\tau)^2\delta n=-\omega_p^2\delta n$ and the damping is $1/\tau$, twice as large. For the copper parameters, $\omega_p\tau=404$ and $\hbar\omega_p=10.8$ eV. Solving the full angular equation at 1000 nm gives dampings of $0.500/\tau$ and $1.000/\tau$.

The result is for bulk metal. Charge spread along a narrow resistive line with a fixed capacitance per length behaves differently: at long enough periods it does diffuse, with coefficient $1/(R'C')$, where $R'$ and $C'$ are the resistance and capacitance per length. This RC diffusion is driven by the charge's own field and is far faster than $D$ would give.

The ringing and damping found above are properties of the model. At such energies real copper also absorbs light by exciting its d electrons, and a constant $\tau$ taken from the dc resistivity is not reliable there.

**8. How far real lines move the numbers**

The density and resistivity are rough values for bulk copper, and the capacitance and voltage are assumed for illustration. The spin ripple is a thought experiment, not a normal operating state. Real copper flips spins. With a rough spin diffusion length of 400 nm, flips add 16% to $Dq^2$ and shorten the lifetime from 1.24 to 1.07 ps.

Other effects reduce $D$. At fixed conductivity, a density of states 1.3 times larger, a rough allowance for the real bands, lowers it to 156 cm²/s. Separately, operation at 378 K with a rough resistivity slope of 0.0039 per K also gives 156 cm²/s. Walls that scatter diffusely multiply $D$ along a film by 0.985 at 1000 nm thickness and by 0.69 at 40 nm. A narrow line has side walls and grain boundaries as well, which lower it further. Exchange and correlation give the two spins opposite potentials, which lower $D$ for the spin ripple by 26 to 29%, depending on the parametrisation, in a local-density estimate for the free-electron gas at this density. That figure leaves out the real bands of copper and need not carry over to the metal. Taken one at a time, the corrections evaluated here change the decay rate by between about 2% and 31%. Several acting together can lower it further, but a smaller $D$ only lengthens the lifetime. They do not restore the submission's lifetime of $\tau$.

**Recommendation.** The conductivity calculation can stand. The collision term should be replaced by relaxation toward the local-density equilibrium, and the claim about ripples should be withdrawn. The revision should treat neutral and charged ripples separately. Apart from the exchange and correlation estimate, the input values used here are listed in the numerical output.

## Table of computed values

```
TESTS
continuity defect x tau/n: global -1.0000, local 2.8e-07
ripple K=1 at t=4 tau, random flights: 0.3392 +- 0.0014
same, local target: 0.3383; global: -0.0035
COPPER, free-electron model
electron density (rough input): 8.50e+22 cm^-3
resistivity (rough input): 1.70 uOhm cm
temperature: 300 K
Fermi energy: 7.05 eV
Fermi velocity: 1.575e+08 cm/s
relaxation time: 24.56 fs
mean free path: 38.67 nm
density of states: 1.809e+22 /(eV cm^3)
diffusion coefficient: 203.0 cm^2/s
shortest period with a diffusive mode: 154.7 nm
CHARGED LINE
capacitance (rough input): 0.2 fF/um
voltage: 0.7 V
excess electrons: 874 per um
left after 100 fs, global target: 14.9 per um
NEUTRAL SPIN RIPPLE
period: 1000 nm; q: 0.00628 /nm; K: 0.2430
diffusive lifetime 1/(D q^2): 1.248 ps
full kinetic lifetime: 1.243 ps
left at 0.1 ps: local 0.9408, diffusion 0.9230, global 1.4e-02
left at 1.0 ps: local 0.4562, diffusion 0.4487, global -9.5e-20
period nm | K | kinetic rate /ps | kinetic rate / D q^2
2000 | 0.1215 | 0.201 | 1.0010
1000 | 0.2430 | 0.805 | 1.0040
400 | 0.6075 | 5.136 | 1.0255
200 | 1.2149 | 22.331 | 1.1146
STATIC 1 meV POTENTIAL RIPPLE, same period
density ripple / n, local target: 2.13e-04
density ripple / n, global target: 4.05e-06
false current, global target: 35.7 MA/cm^2
Ohmic drift current sigma E: 37.0 MA/cm^2
NET CHARGE RIPPLE, same period
plasma energy: 10.83 eV; omega_p tau: 403.9
amplitude damping x tau: local 0.5000, global 1.0000
NEGLECTED EFFECTS
spin diffusion length (rough input): 400 nm
spin-flip rate / D q^2: 0.158
lifetime with spin flips: 1.074 ps
D factor, diffuse walls, film 1000 nm: 0.985
D factor, diffuse walls, film 40 nm: 0.691
D if density of states is 1.3 times larger (rough): 156.1 cm^2/s
resistivity slope (rough input): 0.0039 /K
D at 378 K: 155.6 cm^2/s
thermal smearing (kT/EF)^2: 1.3e-05
```
